\section*{Fourier Coefficients of Ultrasoft Augmentation Charges and Their Small-G Behaviour}

\section*{The problem}

An ultrasoft pseudopotential replaces each atomic partial wave $\psi_i$ by a smoother function $\phi_i$ that agrees with it outside a sphere of radius $r_c$. Inside the sphere the two carry different charge densities. The difference must be added back to the density of the smooth wavefunctions, and in a plane-wave calculation it is needed as Fourier coefficients.

We use atomic units, with charge counted in electrons. The partial waves are
\begin{equation}
\psi_i(\mathbf r)=\frac{u_i(r)}{r}\,Y_i(\hat{\mathbf r}),\qquad
\phi_i(\mathbf r)=\frac{\tilde u_i(r)}{r}\,Y_i(\hat{\mathbf r}),
\end{equation}
where $Y_i$ is the real orthonormal spherical harmonic with indices $l_i,m_i$, the radial functions are real, and $\tilde u_i=u_i$ for $r\ge r_c$. The augmentation charge is
\begin{equation}
Q_{ij}(\mathbf r)=\psi_i\psi_j-\phi_i\phi_j=\frac{R_{ij}(r)}{r^2}\,Y_i(\hat{\mathbf r})Y_j(\hat{\mathbf r}),\qquad
R_{ij}=u_iu_j-\tilde u_i\tilde u_j .
\label{eq:Q}
\end{equation}
It vanishes for $r\ge r_c$. The atom sits at the origin of a cell of volume $\Omega$ and is repeated on the lattice. The Fourier convention is $Q^{\rm per}(\mathbf r)=\sum_{\mathbf G}Q(\mathbf G)e^{i\mathbf G\cdot\mathbf r}$. We write $G=|\mathbf G|$ and $\hat{\mathbf G}=\mathbf G/G$.

\section*{(a) From the cell to all space}

\textit{Write $Q_{ij}(\mathbf G)$ as an integral over a single augmentation charge.}

\medskip
\noindent\textbf{Solution.} The periodic charge is $\sum_{\mathbf T}Q_{ij}(\mathbf r-\mathbf T)$, with $\mathbf T$ the lattice vectors. Its Fourier coefficient is the cell average of the charge times $e^{-i\mathbf G\cdot\mathbf r}$. In each term put $\mathbf r=\mathbf r'+\mathbf T$. Since $e^{-i\mathbf G\cdot\mathbf T}=1$, the integrand becomes $e^{-i\mathbf G\cdot\mathbf r'}Q_{ij}(\mathbf r')$, and the shifted cells together fill space once:
\begin{equation}
Q_{ij}(\mathbf G)=\frac1\Omega\int e^{-i\mathbf G\cdot\mathbf r}\,Q_{ij}(\mathbf r)\,d^3r .
\label{eq:allspace}
\end{equation}
This holds even if neighbouring spheres overlap. The right-hand side is defined for every vector $\mathbf G$, not just for reciprocal-lattice vectors. We take it as the definition of $Q_{ij}(\mathbf G)$ when $\mathbf G$ is varied continuously, as in the small-$G$ limits and the numerical tests below. For an atom at $\boldsymbol\tau$, shifting the integration variable gives the extra factor $e^{-i\mathbf G\cdot\boldsymbol\tau}$.

\section*{(b) The angular product}

\textit{Expand $Y_iY_j$ in spherical harmonics. Which orders $L$ can occur?}

\medskip
\noindent\textbf{Solution.} The harmonics form a complete orthonormal set on the sphere, so
\begin{equation}
Y_iY_j=\sum_{LM}c(LM,i,j)\,Y_{LM},\qquad
c(LM,i,j)=\int Y_{LM}Y_iY_j\,d\hat{\mathbf r}.
\label{eq:gaunt}
\end{equation}
Under $\hat{\mathbf r}\to-\hat{\mathbf r}$ the integrand acquires the factor $(-1)^{L+l_i+l_j}$. Hence $c=0$ unless $L+l_i+l_j$ is even.

For the range of $L$, let $H=r^LY_{LM}$, a harmonic polynomial, and let $P$ be a homogeneous polynomial of degree $n<L$. Green's theorem in the unit ball, with $\nabla^2H=0$, gives
\begin{equation}
(L-n)\int_{S}HP\,d\hat{\mathbf r}
=-\int_{\rm ball}H\nabla^2P\,d^3r
=-\frac{1}{L+n+1}\int_{S}H\nabla^2P\,d\hat{\mathbf r}.
\end{equation}
On the left, the radial derivatives on the sphere are $LH$ and $nP$. On the right, the integrand has degree $L+n-2$, and $\int_0^1r^{L+n}dr=1/(L+n+1)$. Now $\nabla^2P$ has degree $n-2$, so the argument can be repeated until the Laplacian gives zero. Thus $\int_SHP\,d\hat{\mathbf r}=0$ whenever $n<L$.

On the sphere $Y_iY_j$ equals a homogeneous polynomial of degree $l_i+l_j$, so $c=0$ if $L>l_i+l_j$. The integral for $c$ treats its three harmonics alike. The same argument therefore requires $l_i\le L+l_j$ and $l_j\le L+l_i$. Together,
\begin{equation}
|l_i-l_j|\le L\le l_i+l_j,\qquad L+l_i+l_j\ \text{even}.
\label{eq:selection}
\end{equation}
These conditions are necessary. The values of $m_i$ and $m_j$ may remove further terms.

\section*{(c) The plane wave and Legendre polynomials}

\textit{Find the coefficients of $e^{-ixt}$, $-1\le t\le1$, in Legendre polynomials $P_L(t)$.}

\medskip
\noindent\textbf{Solution.} Because $\int_{-1}^1P_LP_{L'}\,dt=2\delta_{LL'}/(2L+1)$, the coefficient of $P_L$ is $(2L+1)$ times
\begin{equation}
A_L=\frac12\int_{-1}^1e^{-ixt}P_L(t)\,dt,\qquad
P_L=\frac1{2^LL!}\frac{d^L}{dt^L}(t^2-1)^L .
\end{equation}
Integrate by parts $L$ times. The boundary terms vanish because $(t^2-1)^L$ has zeros of order $L$ at both ends. Each step gives a minus sign and a factor $-ix$ from the exponential:
\begin{align}
A_L&=\frac{(-1)^L(-ix)^L}{2^{L+1}L!}\int_{-1}^1e^{-ixt}(t^2-1)^L\,dt\nonumber\\
&=\frac{(-ix)^L}{2^{L+1}L!}\int_{-1}^1e^{-ixt}(1-t^2)^L\,dt .
\end{align}
The second line uses $(t^2-1)^L=(-1)^L(1-t^2)^L$. The sine part of the exponential is odd in $t$ and integrates to zero. Hence $A_L=(-i)^Lj_L(x)$ with
\begin{equation}
j_L(x)=\frac{x^L}{2^{L+1}L!}\int_{-1}^1\cos(xt)\,(1-t^2)^L\,dt .
\label{eq:poisson}
\end{equation}
This is the spherical Bessel function. The plane wave obeys $(\nabla^2+G^2)f=0$, so its component of order $L$ obeys the radial equation of that order. It is regular at the origin, and its normalization there, found in part (f), is the standard one. For $L=0$ the integral gives $j_0=\sin x/x$. We have obtained
\begin{equation}
e^{-ixt}=\sum_L(2L+1)(-i)^Lj_L(x)P_L(t).
\label{eq:legendre}
\end{equation}

\section*{(d) Separating the two directions}

\textit{Set $x=Gr$ and $t=\hat{\mathbf G}\cdot\hat{\mathbf r}$, and write the plane wave as a sum of products of a function of $\hat{\mathbf G}$ and a function of $\hat{\mathbf r}$.}

\medskip
\noindent\textbf{Solution.} Consider $K(\mathbf a,\mathbf b)=\sum_MY_{LM}(\mathbf a)Y_{LM}(\mathbf b)$ for unit vectors $\mathbf a,\mathbf b$. A rotation mixes the $2L+1$ real harmonics of order $L$ by an orthogonal matrix, so $K$ is unchanged when both vectors are rotated together. It therefore depends on $\mathbf a\cdot\mathbf b$ alone. For fixed $\mathbf a$ it is a harmonic of order $L$ in $\mathbf b$, symmetric about the axis $\mathbf a$, and so it is $C\,P_L(\mathbf a\cdot\mathbf b)$. To find $C$, set $\mathbf b=\mathbf a$, where $P_L(1)=1$, and integrate over $\mathbf a$. Normalization gives $2L+1=4\pi C$. Thus
\begin{equation}
P_L(\hat{\mathbf G}\cdot\hat{\mathbf r})=\frac{4\pi}{2L+1}\sum_MY_{LM}(\hat{\mathbf G})Y_{LM}(\hat{\mathbf r}).
\end{equation}
In Eq.~\eqref{eq:legendre} the factors $2L+1$ cancel:
\begin{equation}
e^{-i\mathbf G\cdot\mathbf r}=4\pi\sum_{LM}(-i)^Lj_L(Gr)\,Y_{LM}(\hat{\mathbf G})Y_{LM}(\hat{\mathbf r}).
\label{eq:rayleigh}
\end{equation}

\section*{(e) The Fourier coefficient}

\textit{Combine the results into a formula for $Q_{ij}(\mathbf G)$ containing one-dimensional integrals.}

\medskip
\noindent\textbf{Solution.} Insert Eqs.~\eqref{eq:Q} and \eqref{eq:rayleigh} into Eq.~\eqref{eq:allspace}, with $d^3r=r^2dr\,d\hat{\mathbf r}$. The $r^2$ of the volume element cancels the $1/r^2$ of the charge. At each $r$, the angular integral projects the plane wave on the finite set of harmonics contained in $Y_iY_j$, so no infinite sum remains. That integral is $c(LM,i,j)$, and
\begin{equation}
\boxed{\;Q_{ij}(\mathbf G)=\frac{4\pi}{\Omega}\sum_{LM}(-i)^L\,c(LM,i,j)\,Y_{LM}(\hat{\mathbf G})\,F_L(G)\;}
\label{eq:main}
\end{equation}
\begin{equation}
F_L(G)=\int_0^{r_c}j_L(Gr)\,R_{ij}(r)\,dr .
\label{eq:F}
\end{equation}
The harmonic depends on the direction of $\mathbf G$; its length enters through $F_L$. If the radial function is taken as $R_{ij}/r^2$ instead, the weight $r^2$ must be written in Eq.~\eqref{eq:F}.

The phase $(-i)^L$ is consistent with a real charge. Reversing $\mathbf G$ multiplies $Y_{LM}$ by $(-1)^L$, which turns $(-i)^L$ into its complex conjugate, so $Q_{ij}(-\mathbf G)=Q_{ij}(\mathbf G)^*$.

\section*{(f) Each order at small $G$}

\textit{Find the leading power of $F_L(G)$, with a bound on the error, and state when this power is absent.}

\medskip
\noindent\textbf{Solution.} Let $I_L=\int_{-1}^1(1-t^2)^L\,dt$. Integration by parts gives
\begin{equation}
I_L=2L\int_{-1}^1t^2(1-t^2)^{L-1}dt=2L\,(I_{L-1}-I_L),
\end{equation}
because $t^2=1-(1-t^2)$. Hence $I_L=\frac{2L}{2L+1}I_{L-1}$. With $I_0=2$,
\begin{equation}
I_L=\frac{2^{L+1}L!}{(2L+1)!!},\qquad (2L+1)!!=1\cdot3\cdots(2L+1).
\end{equation}
We also need
\begin{equation}
\int_{-1}^1t^2(1-t^2)^Ldt=I_L-I_{L+1}=I_L\Bigl(1-\frac{2L+2}{2L+3}\Bigr)=\frac{I_L}{2L+3}.
\end{equation}
Since $1-\cos y=2\sin^2(y/2)$, we have $0\le1-\cos y\le y^2/2$. Using this with $y=xt$ in Eq.~\eqref{eq:poisson} gives, for all $x\ge0$,
\begin{equation}
0\le\frac{x^L}{(2L+1)!!}-j_L(x)\le\frac{x^{L+2}}{2\,(2L+3)!!}.
\label{eq:bound}
\end{equation}
Define the radial moments $M_k=\int_0^{r_c}r^kR_{ij}\,dr$. Setting $x=Gr$ and integrating with $|R_{ij}|$ gives
\begin{equation}
\left|F_L(G)-\frac{G^LM_L}{(2L+1)!!}\right|\le\frac{G^{L+2}}{2(2L+3)!!}\int_0^{r_c}r^{L+2}|R_{ij}|\,dr .
\label{eq:Fbound}
\end{equation}
Therefore
\begin{equation}
F_L(G)\simeq\frac{M_L}{(2L+1)!!}\,G^L\qquad(G\to0,\ M_L\ne0).
\label{eq:small}
\end{equation}
If $M_L=0$, Eq.~\eqref{eq:Fbound} shows that $F_L$ is of order $G^{L+2}$ or smaller.

The moment $M_L$ is the radial factor of the multipole moment of order $L$. A wave much longer than $r_c$ senses a charge distribution through its multipoles, the one of order $L$ entering with the power $(Gr_c)^L$. For a given pair $ij$ the allowed orders differ by two, so successive terms differ by two powers of $Gr_c$. If $R_{ij}\ge0$, then $M_{L+2}\le r_c^2M_L$, and the error relative to the leading term is at most $(Gr_c)^2/[2(2L+3)]$. If $R_{ij}$ changes sign, $M_L$ can be small by cancellation, and the leading term may then be useful only at much smaller $G$.

\section*{(g) The whole coefficient at small $G$}

\textit{Which power governs $Q_{ij}(\mathbf G)$ itself? Find its value at $\mathbf G=0$, expand the $p_zp_z$ coefficient to order $G^2$, and say what norm conservation changes.}

\medskip
\noindent\textbf{Solution.} The law $G^L$ belongs to the separate terms of Eq.~\eqref{eq:main}. In a generic direction, the sum follows the lowest $L$ for which both some $c(LM,i,j)$ and $M_L$ are nonzero, provided no lower order with $M_L=0$ contributes a comparable or lower power through its corrections. In special directions $Y_{LM}(\hat{\mathbf G})$ can vanish: the $s\,p_z$ coefficient is zero for $\mathbf G$ perpendicular to $z$.

Although $\hat{\mathbf G}$ is undefined at the origin, the coefficient is smooth there. The product $G^LY_{LM}(\hat{\mathbf G})$ is a polynomial in the components of $\mathbf G$, and by Eq.~\eqref{eq:poisson} $F_L/G^L$ is a power series in $G^2$. At $\mathbf G=0$ the $L=0$ term remains. With $Y_{00}=1/\sqrt{4\pi}$ and $c(00,i,j)=\delta_{l_il_j}\delta_{m_im_j}/\sqrt{4\pi}$,
\begin{equation}
\Omega\,Q_{ij}(0)=\delta_{l_il_j}\delta_{m_im_j}\,M_0 ,
\end{equation}
the total charge in the augmentation function.

For $p_zp_z$ the selection rules allow $L=0$ and $2$. With $t=\cos\theta$, $Y_{20}=\sqrt{5/16\pi}\,(3t^2-1)$ and $Y_{10}^2=3t^2/4\pi$, so
\begin{align}
c(20)&=\sqrt{\frac{5}{16\pi}}\;\frac{3}{4\pi}\;2\pi\int_{-1}^1(3t^4-t^2)\,dt\nonumber\\
&=\sqrt{\frac{5}{16\pi}}\;\frac32\Bigl(\frac65-\frac23\Bigr)=\frac1{\sqrt{5\pi}} .
\end{align}
By symmetry about $z$ no other $M$ enters. For $\mathbf G$ at angle $\theta$ to the $z$ axis, $4\pi c(20)Y_{20}(\hat{\mathbf G})=3\cos^2\theta-1$. Since $(-i)^2=-1$,
\begin{equation}
\Omega\,Q_{zz}(\mathbf G)=F_0-(3\cos^2\theta-1)F_2 .
\label{eq:zz}
\end{equation}
Now $\sin x/x=1-x^2/6+\dots$ gives $F_0=M_0-G^2M_2/6+O(G^4)$, and Eq.~\eqref{eq:Fbound} gives $F_2=G^2M_2/15+O(G^4)$. Hence
\begin{align}
\Omega\,Q_{zz}&=M_0-G^2M_2\left[\frac16+\frac{3\cos^2\theta-1}{15}\right]+O(G^4)\nonumber\\
&=M_0-\frac{1+2\cos^2\theta}{10}\,M_2G^2+O(G^4).
\label{eq:zzsmall}
\end{align}
Both orders contribute to the $G^2$ term.

Norm conservation for this channel means $M_0=0$. The $L=0$ term then starts as $-G^2M_2/6$ if $M_2\ne0$, and the coefficient vanishes at $\mathbf G=0$: no net charge has to be restored.

\section*{(h) A worked model}

\textit{Take the $1s$, $2p$ and $3d$ states of a Coulomb potential of charge 2, with $r_c=2$ bohr and a cubic cell of edge 20 bohr. Construct pseudo waves with positive $R_{ij}$ and evaluate the coefficients for $s\,p_z$, $p_xp_y$ and $p_zp_z$ at $\mathbf G=(2\pi/20)(1,1,2)$ bohr$^{-1}$.}

\medskip
\noindent\textbf{Solution.} The radial functions are $u_l=N_lr^{l+1}g(r^2)$ with $g(s)=e^{-\zeta\sqrt s}$, $\zeta=2/(l+1)$ and $N_l>0$. Inside $r_c$ we replace $g$ by its second-order Taylor polynomial $T$ about $s_c=r_c^2$. This preserves the value and two derivatives at $r_c$. Differentiation gives
\begin{equation}
g'=-\frac{\zeta}{2\sqrt s}\,g,\qquad
g''=\Bigl(\frac{\zeta^2}{4s}+\frac{\zeta}{4s^{3/2}}\Bigr)g .
\end{equation}
As $g'<0$ and $g''>0$, every term of $T$ is positive for $s<s_c$. Moreover $g''$ is a product of positive decreasing functions, so $g'''<0$. The Taylor remainder $g-T=g'''(\xi)(s-s_c)^3/6$ is then positive, both factors being negative. Thus $0<\tilde u_l<u_l$ inside the sphere, every $R_{ij}$ is positive there, and no moment vanishes.

The charges $M_0$ are 0.789 for $ss$, 0.0560 for $pp$ and 0.00065 electrons for $dd$. The cell volume is 8000 bohr$^3$, so $4\pi/\Omega=1.5708\times10^{-3}$ bohr$^{-3}$. The chosen vector has $G=0.7695$ bohr$^{-1}$, $Gr_c=1.54$ and $\cos^2\theta=2/3$.

For $s\,p_z$ the single term is $L=1$, $M=0$:
\begin{align}
Q&=-i\,(1.5708\times10^{-3})(0.28209)(0.39894)(0.039199)\nonumber\\
&=-6.929\times10^{-6}\,i\ \text{bohr}^{-3}.
\end{align}
The factors after $4\pi/\Omega$ are $c$, $Y_{10}(\hat{\mathbf G})$ and $F_1$. The leading power uses $GM_1/3=0.7695\times0.16272/3=0.04174$ in place of $F_1$. Its magnitude is too large by 6.5\% of the exact value; the bound allows 6.7\%.

For $p_xp_y$ the angular product is proportional to $xy$, hence to $Y_{2,-2}=\sqrt{15/4\pi}\,xy$ on the unit sphere. With $(-i)^2=-1$,
\begin{align}
Q&=-(1.5708\times10^{-3})(0.21851)(0.18209)(0.0023986)\nonumber\\
&=-1.499\times10^{-7}\ \text{bohr}^{-3}.
\end{align}
Here $G^2M_2/15=0.5922\times0.064843/15=0.002560$ replaces $F_2$ at leading order. The excess is 6.7\% of the exact magnitude, within the bound of 6.9\%. Although $Gr_c$ exceeds one, the errors are moderate: the correction contains the small factor $1/[2(2L+3)]$, and $M_{L+2}/M_L$ is well below $r_c^2$.

For $p_zp_z$, $3\cos^2\theta-1=1$, and Eq.~\eqref{eq:zz} gives
\begin{equation}
Q=\frac{0.049840-0.002399}{8000}=5.930\times10^{-6}\ \text{bohr}^{-3}.
\end{equation}
The coefficient of $-G^2$ in Eq.~\eqref{eq:zzsmall} is $0.064843\times(7/3)/10=0.01513$ bohr$^2$. The second-order expansion therefore gives $(0.055957-0.5922\times0.01513)/8000=5.87\times10^{-6}$ bohr$^{-3}$, about 1\% below the full value.

The numerical check integrates $e^{-i\mathbf G\cdot\mathbf r}Q_{ij}(\mathbf r)$ directly in three dimensions. For all 45 orbital pairs and three vectors $\mathbf G$, it agrees with Eq.~\eqref{eq:main} to about $10^{-14}$ of $M_0/\Omega$, with $M_0$ evaluated for the pair's radial functions.

The same direct integral gives the power of $G$ between 0.05 and 0.10 bohr$^{-1}$ along $(1,2,3)$:
\begin{center}
\begin{tabular}{lcc}
pair & lowest $L$ & measured power\\
$p_zp_z$ & 0 & $-0.003$\\
$s\,p_z$ & 1 & 0.999\\
$p_xp_y$ & 2 & 1.999\\
$p_xd_{yz}$ & 3 & 2.999\\
$d_{xy}d_{x^2-y^2}$ & 4 & 3.999
\end{tabular}
\end{center}
The last two pairs show why the range of $L$ alone does not fix the power. Their angular products are proportional to $xyz$ and $xy(x^2-y^2)$. Both polynomials have zero Laplacian, so they are pure harmonics of orders 3 and 4, and the lower orders allowed by Eq.~\eqref{eq:selection} have zero coefficients.

To examine the norm-conserving case, the program adds a multiple of $r^2(1-r^2/r_c^2)^3$ to $\tilde u_p$ inside the sphere, chosen to make $M_0=0$. Summing $Q_{ii}$ over $p_x,p_y,p_z$ isolates $L=0$, because $\sum_mY_{1m}^2=3/4\pi$. The measured power is 1.9985, in accord with a term that starts at $G^2$ when the net augmentation charge is zero.

\section*{Calculated quantities}
\begin{verbatim}
Coulomb charge: 2.0 (elementary charges)
matching radius r_c: 2.0 bohr
cell edge: 20.0 bohr; volume: 8000 bohr^3
G vector: 0.31416 0.31416 0.62832 bohr^-1
|G|: 0.76953 bohr^-1; |G| r_c: 1.5391
cos^2(theta) of G: 0.66667
M_0 s s: 0.789482 electrons
M_0 p p: 0.055957 electrons
M_0 d d: 0.000650 electrons
s pz: L=1 M=0 c: 0.282095
s pz: Y_LM(G): 0.398942
s pz: F_1: 3.919895e-02
s pz: M_1: 1.627172e-01 bohr^1
s pz: M_3: 1.723648e-01 bohr^3
s pz: Im Q formula: -6.929461e-06 bohr^-3
s pz: Im Q direct: -6.929461e-06 bohr^-3
s pz: Im Q leading power: -7.378407e-06 bohr^-3
s pz: |leading|-|exact|: 4.489e-07 bohr^-3
s pz: bound on that gap: 4.628e-07 bohr^-3
px py: L=2 M=-2 c: 0.218510
px py: Y_LM(G): 0.182091
px py: F_2: 2.398631e-03
px py: M_2: 6.484321e-02 bohr^2
px py: M_4: 9.952796e-02 bohr^4
px py: Re Q formula: -1.499144e-07 bohr^-3
px py: Re Q direct: -1.499144e-07 bohr^-3
px py: Re Q leading power: -1.599942e-07 bohr^-3
px py: |leading|-|exact|: 1.008e-08 bohr^-3
px py: bound on that gap: 1.039e-08 bohr^-3
pz pz: c(00): 0.282095
pz pz: c(20): 0.252313
Y_00: 0.282095; Y_20(G): 0.315392
pz pz: F_0: 4.984021e-02
pz pz: L=0 part: 6.230026e-06 bohr^-3
pz pz: L=2 part: -2.998289e-07 bohr^-3
pz pz: Q formula: 5.930197e-06 bohr^-3
pz pz: Q direct: 5.930197e-06 bohr^-3
pz pz: G^2 coefficient, formula: 1.513008e-02 bohr^2
pz pz: G^2 coefficient, direct: 1.512956e-02 bohr^2
powers of G measured between 0.05 and 0.10 bohr^-1:
  pz pz: -0.0029
  s pz: 0.9989
  px py: 1.9988
  px dyz: 2.9989
  dxy dx2-y2: 3.9990
  norm-conserving p shell, L=0: 1.9985
orbital pairs tested: 45; G vectors: 3
largest formula-direct gap / (M_0/Omega): 9.6e-15
\end{verbatim}
